# Superlattice energy at fixed displacement from layer and interface terms

A superlattice is a periodic stack of insulating blocks, block $s$ having $n_s$ unit cells of thickness $c$ along $z$. All blocks share one clamped in-plane cell of area $a^2$. The polarization is along $z$ and laterally uniform, and the interfaces carry no free or compositional charge. The electric displacement $D$ is held fixed, and $U(D)$ is the energy of one period per unit area. Can $U(D)$ be built from quantities that belong to single layers and single interfaces, and with what error?

The numbers use a model with $c=0.4$ nm and three species: A (ferroelectric), B (paraelectric) and C (weakly ferroelectric). With $P$ and $D$ in µC/cm², fields in MV/cm and lengths in nm, energies per area come out in mJ/m². The parameters and results are listed in the numerical output.

## (a) Which part of the Coulomb interaction is long-ranged?

**Separate the laterally averaged field of the polar cells from the rest, and find the range of each part.**

*Solution.* Without free charge, the lateral average of $\nabla\cdot\mathbf D=0$ is $dD/dz=0$, so $D$ is the same in every cell. Let electrons and stiff modes respond with background permittivity $\varepsilon=\varepsilon_0\varepsilon_b$, and let $P_l$ be the soft polarization of cell $l$. Then $D=\varepsilon E_l+P_l$, so
$$E_l=\frac{D-P_l}{\varepsilon},\qquad \frac{\varepsilon E_l^2}{2}=\frac{(D-P_l)^2}{2\varepsilon}.$$
Once $D$ is given, the averaged field in a cell depends on that cell alone.

The remainder varies laterally. Take a square lattice of dipoles $p_1$ in the plane $z=0$, in vacuum. Its polarization has Fourier components $(p_1/a^2)\,\delta(z)$ at each in-plane reciprocal vector $\mathbf G$. Poisson's equation $\varepsilon_0\nabla^2\phi=\partial_zP_z$ gives
$$\phi_G''-G^2\phi_G=\frac{p_1}{\varepsilon_0a^2}\,\delta'(z),\qquad \phi_G=\frac{p_1}{2\varepsilon_0a^2}\,\mathrm{sgn}(z)\,e^{-G|z|}.$$
To check, $\phi_G'=(p_1/2\varepsilon_0a^2)\,[2\delta(z)-Ge^{-G|z|}]$. A second derivative gives $2\delta'(z)+G^2\,\mathrm{sgn}(z)e^{-G|z|}$ in the bracket, and the last term cancels against $G^2\phi_G$. Away from the plane $E_z=-\phi'$, so a dipole $p_2$ directly above a lattice site at height $d$ has energy
$$-p_2E_z=-\frac{p_1p_2}{2\varepsilon_0a^2}\sum_{G\neq0}G\,e^{-Gd}.$$
With $p=a^2cP$, division by $a^2$ gives the energy per area $-(cP_1P_2/\varepsilon_0)\,\sigma(d)$, where $\sigma(d)=\tfrac c2\sum_{G\ne0} Ge^{-Gd}$. For a cubic cell $\sigma=2.6\times10^{-2}$ at one cell and $4.4\times10^{-5}$ at two. A direct lattice sum in real space agrees within the tested relative tolerance of $10^{-3}$. The part not contained in $D$ can therefore be kept as a nearest-neighbour coupling.

## (b) What is the fixed-$D$ energy, and is its minimum unique?

**Write the energy with local interface changes. Find $dU/dD$ and a condition for a unique minimum.**

*Solution.* Let $\alpha,\beta$ be the Landau coefficients of a cell and $\kappa\ge0$ the coupling of neighbours. A bond between unlike cells may also shift $\alpha$ by $s$ and apply a bias field $h$ on its two cells. Then $U(D)=\min_PF(D,P)$ with
$$F=c\sum_l\Big[\frac{\alpha_lP_l^2}{2}+\frac{\beta_lP_l^4}{4}+\frac{(D-P_l)^2}{2\varepsilon}\Big]
+c\sum_{\rm bonds}\Big[\frac{\kappa}{2}(P_{l+1}-P_l)^2+\frac s2(P_l^2+P_{l+1}^2)-h(P_l+P_{l+1})\Big].$$
At the minimum $\partial F/\partial P_l=0$, so only the explicit dependence on $D$ contributes:
$$\frac{dU}{dD}=c\sum_l\frac{D-P_l}{\varepsilon}=c\sum_lE_l .$$
This is the integral of the field over one period.

Let $\tilde\alpha_l$ be $\alpha_l$ plus the shifts $s$ from its bonds. The Hessian per $c$ is
$$K_{ij}=\frac1c\frac{\partial^2F}{\partial P_i\partial P_j}=\Big(\tilde\alpha_i+3\beta_iP_i^2+\frac1\varepsilon\Big)\delta_{ij}+L_{ij},\qquad x^TLx=\sum_{\rm bonds}\kappa(x_{l+1}-x_l)^2\ge0 .$$
With $\beta_l>0$, all eigenvalues are at least
$$m=\min_l\tilde\alpha_l+\frac1\varepsilon .$$
If $m>0$, $F$ is strictly convex in $P$ and has one minimum. A ferroelectric layer has $\alpha<0$, yet in stacks of A and B $m=-0.06+1.6134=1.553$ MV/cm per µC/cm²; a C|A interface, with $s=-0.005$, lowers it to 1.548. Fixing $D$ makes each cell pay its own depolarization energy, which outweighs the ferroelectric instability.

## (c) How far does an interface disturb the layers?

**Bound the disturbance, then find its decay length inside a uniform layer.**

*Solution.* First, $P$ is bounded independently of thickness. At the cell of largest positive $P$ the coupling terms in $\partial F/\partial P_l=0$ are non-negative, so $mP_l\le|D|/\varepsilon+|h_l|$, with $h_l$ the net bias on the cell. The most negative cell is treated alike. Take $m$ as the smallest stiffness over bulk and interface cells together. Since $(x-y)^2\le2x^2+2y^2$ and each cell has two bonds, $L$ has eigenvalues of at most $4\kappa_{\max}$. The spectrum of $K$ thus lies in some $[m,M]$, with $M$ independent of thickness.

Write $K=\frac{M+m}2(1-T)$. The eigenvalues of $T$ do not exceed $\rho=(M-m)/(M+m)$ in magnitude. If $K$ couples cells up to $r$ apart ($r=1$ here), $(T^k)_{ij}=0$ for $k<|i-j|/r$. Expanding the inverse in powers of $T$,
$$|(K^{-1})_{ij}|\le\frac{2}{M+m}\sum_{k\ge|i-j|/r}\rho^k\le\frac{2}{M+m}\,\frac{\rho^{|i-j|/r}}{1-\rho}=\frac{\rho^{|i-j|/r}}{m},$$
because $1-\rho=2m/(M+m)$. For four A and four B cells (A4B4) at $D=25$ µC/cm² the spectrum runs from 1.605 to 2.074, giving $\rho=0.127$.

The disturbance need not be small. Take a junction of two long layers and compare its true profile with a step profile that has the bulk value on each side. The step violates $\partial F/\partial P_l=0$ at the two interface cells alone. The difference $\delta$ of the profiles obeys $\bar K\delta=f$, where $f$ lives on those two cells and $\bar K$ is $K$ averaged along the straight line between the profiles. This $\bar K$ has the same range and the same spectral bounds, so $\delta$ decays at least as fast as $\rho^{\rm distance}$.

Deep in layer A, where $\delta$ is small, the linearized equation is
$$k_A\delta_l+\kappa(2\delta_l-\delta_{l+1}-\delta_{l-1})=0,\qquad k_A=\alpha_A+3\beta_AP_A^2+\frac1\varepsilon .$$
Inserting $\delta_l\propto e^{-l/\xi}$ gives
$$2\cosh(1/\xi)=2+k_A/\kappa .$$
At $D=25$ the bulk polarization is $P_A=25.83$, so $k_A=-0.060+0.024+1.613=1.577$ and $\cosh(1/\xi)=1+1.577/0.24=7.57$. Hence $\lambda=e^{-1/\xi}=0.066$ per cell, a decay length of 0.15 nm. The bound is not tight: for A4B4 it was $\rho=0.127$ per cell. The length is this short because $1/\varepsilon$ dominates $k_A$. A soft mode that carries no polarization, such as an octahedral rotation in a real perovskite, gains no such term; for small $k/\kappa$ its decay length is about $\sqrt{\kappa/k}$ cells, and the blocks must then be correspondingly thicker for the decomposition below to be accurate.

## (d) Assemble the energy and estimate the remainder

**Define layer and interface energies that know nothing of the superlattice, and find the error of their sum.**

*Solution.* Let $u_s(D)$ be the minimum energy per cell of uniform material $s$:
$$u_s=c\,\min_P\Big[\frac{\alpha_sP^2}2+\frac{\beta_sP^4}4+\frac{(D-P)^2}{2\varepsilon}\Big].$$
For a junction with $N$ cells on each side and its end cells held in their bulk states, define
$$w_{s|s'}(D)=\lim_{N\to\infty}\big[U_{\rm junction}-Nu_s-Nu_{s'}\big].$$
The limit exists because the tails decay exponentially.

Now build a trial state for the superlattice. Cut every block near its middle and give each piece the profile of the junction nearest to it. Let $\eta$ be the tail amplitude at the cuts. Two errors arise.

First, the trial state omits the parts of the junction tails beyond the cuts. A bulk state is stationary, so a tail cell has excess energy $\tfrac12ck\delta^2+O(\delta^3)$ with no linear term, and a tail bond has $\tfrac12c\kappa(\delta_{l+1}-\delta_l)^2$. The new bond across a cut joins two tails and costs $\tfrac12c\kappa(\delta-\delta')^2$. All are of order $\eta^2$:
$$F_{\rm trial}=\sum_sn_su_s+\sum_{\rm interfaces}w_{s|s'}+O(\eta^2).$$

Second, the trial state is not the minimum. Its gradient $g$ vanishes except at the two cells beside each cut, where one neighbour has been replaced; there it is $c\kappa$ times the old minus the new polarization of that neighbour, of order $\eta$. Convexity gives, for any displacement $x$ from the trial state,
$$F\ge F_{\rm trial}+g\cdot x+\frac{cm}2|x|^2\ge F_{\rm trial}-\frac{|g|^2}{2cm},$$
the last form being the minimum over $x$, reached at $x=-g/(cm)$. Hence $0\le F_{\rm trial}-U\le|g|^2/2cm=O(\eta^2)$. For A4B4 at $D=25$ the excess is $9.2\times10^{-7}$ mJ/m² and the bound is $1.05\times10^{-6}$ mJ/m².

Together,
$$\boxed{U(D)=\sum_sn_su_s(D)+\sum_{\rm interfaces}w_{s|s'}(D)+R(D)}$$
The tail has crossed half a block at the cut, so $\eta\sim\lambda^{n/2}$ and $R$ is at most of order $\lambda^n$, for the block with the largest $\lambda^n$. The terms $w$ depend on $D$ and on the two materials, but not on the composition of the superlattice. The decomposition is asymptotic rather than exact.

With ten B cells fixed and $D=25$, the remainders for two to five A cells are $-1.6\times10^{-3}$, $-1.0\times10^{-4}$, $-6.9\times10^{-6}$ and $-4.6\times10^{-7}$ mJ/m². The last ratio is 0.0663, equal to the predicted $\lambda$ to the digits shown. In three superlattices with a thinnest block of three cells, including two with all three species, the largest error at $D=-20,0,25,40$ is $8\times10^{-5}$ mJ/m².

## (e) Work out A4B4 at $D=25$ µC/cm²

**Assemble its energy and say what determines the interface terms.**

*Solution.* For A, with $P_A=25.832$,
$$u_A=0.4\,[-20.02+1.34+0.56]=-7.25\ \text{mJ/m}^2,$$
the terms being quadratic, quartic and electrostatic. For B, $P_B=24.341$ and $u_B=3.914$. The interface energies are $w_{A|B}=-1.463$ and $w_{B|A}=6.519$, so
$$U=4(-7.250)+4(3.914)-1.463+6.519\approx-8.29\ \text{mJ/m}^2 .$$
Full minimization gives the same value, with a difference of $6\times10^{-6}$ mJ/m².

An unrelaxed junction, with the bulk value up to the interface on each side, explains the size of $w$:

- The shift $s=0.01$ gives $\tfrac12cs(P_A^2+P_B^2)=2.52$ at either interface.
- The bias $h=0.2$ gives $-ch(P_A+P_B)=-4.01$ at A|B and $+4.01$ at B|A.
- The polarization step gives $\tfrac12c\kappa(P_A-P_B)^2=0.04$.

The sums are $-1.46$ and $6.57$; relaxation lowers them by about 0.004 and 0.05. The two interfaces together cost 5.06 mJ/m², or 5.05 meV per cell area if $a=c$. This is comparable with $|U|$, so the interface terms cannot be dropped here.

## (f) Can two-component data predict a three-component superlattice?

**Use mirror symmetry to find what is missing.**

*Solution.* Reflection $z\to-z$ reverses $D$, $P$ and the order of the layers. If each bulk material in its unpolarized state is unchanged by this reflection, and the B|A interface is the mirror image of the A|B interface,
$$w_{B|A}(D)=w_{A|B}(-D).$$
This is why $h$ changes sign between A|B and B|A. An AB superlattice contains $w_{A|B}(D)+w_{A|B}(-D)$, twice the even part. A stack …ABCABC… contains $w_{A|B}+w_{B|C}+w_{C|A}$, whose odd part need not cancel. Energies of AB, BC and CA superlattices do not contain it; it must come from junctions or from a three-component calculation.

To first order in $h$ and with $P\approx D$, the odd part makes
$$U(D)-U(-D)\approx-4cD\,(h_{AB}+h_{BC}+h_{CA})=-4(0.4)(25)(0.4)=-16\ \text{mJ/m}^2.$$
For A7B6C6 both the full and the assembled values are $-15.99$. Two-component data alone would miss half of this, 8.0 mJ/m², at each sign of $D$.

## (g) What changes at zero voltage?

**Show that locality is lost, and find the polarization of a short-circuited superlattice.**

*Solution.* Short circuit requires $c\sum_lE_l=0$. With equal $\varepsilon$ in all $N$ cells of the period, this means $D=\bar P=\frac1N\sum_lP_l$. The electrostatic energy becomes
$$\frac c{2\varepsilon}\sum_l(P_l-\bar P)^2=\frac c{2\varepsilon}\Big[\sum_lP_l^2-\frac1N\Big(\sum_lP_l\Big)^2\Big].$$
The last term couples all cells equally and changes $K$ to $K-\frac1{\varepsilon N}\mathbf 1\mathbf 1^T$, where $\mathbf 1$ is the vector of ones.

Let a small field $f$ act on cell $j$, and define $G=K^{-1}$, $g_i=\sum_lG_{il}$ and $S=\sum_ig_i$. The response obeys $x_i=fG_{ij}+g_iX/(\varepsilon N)$ with $X=\sum_ix_i$. Summing over $i$ gives $X=fg_j/(1-S/\varepsilon N)$, hence
$$\frac{x_i}{f}=G_{ij}+\frac{g_ig_j}{\varepsilon N-S}.$$
The second term does not decay with distance; its size falls roughly as $1/N$ with the length of the period. In A6B6, six cells from the force and at the same starting state, the response is $4\times10^{-8}$ at fixed $D$ and 2.3 at short circuit, in µC/cm² per MV/cm.

Energies show the same loss. If each bulk layer is referred to its own zero-field state, the excess energy is 112 mJ/m² for A4B4 and 218 mJ/m² for A8B8. It grows with volume and is no interface energy.

The remedy is to assemble $U(D)$ first and then minimize it over $D$. The condition $dU/dD=0$ alone is not enough: in A4B4 it also holds at $D=0$, where $U$ has a maximum. For an estimate set $P_l\approx D$ in an AB superlattice. The $h$ terms cancel, each of the two interfaces shifts two cells by $s$, and
$$D^2\approx-\frac{\alpha_{\rm eff}}{\bar\beta},\qquad \alpha_{\rm eff}=\frac{n_A\alpha_A+n_B\alpha_B+4s}{n_A+n_B},\qquad \bar\beta=\frac{n_A\beta_A+n_B\beta_B}{n_A+n_B}.$$
For A4B4, $\alpha_{\rm eff}=-0.015$ and $\bar\beta=2.6\times10^{-5}$ give 24 µC/cm². The assembled curve, in which $P_l$ may differ from $D$, gives 25.5, as does the direct solution. For A2B2 the estimate is 19.6 and both solutions give 21.0. Without interface terms both superlattices would have 29.3, since only the ratio $n_A:n_B$ would matter. On the laterally uniform branch, thickness dependence at fixed ratio thus comes from interface terms that do not themselves depend on thickness.

## (h) Where does the result stop applying?

**Test the lateral uniformity assumed at the start, and compare the example with real devices.**

*Solution.* Let $P_l$ acquire a modulation $\cos qx$, and let $\varepsilon_x$ be the in-plane relative permittivity. The potential obeys the equation of part (a) with $G$ replaced by $k=q\sqrt{\varepsilon_x/\varepsilon_b}$ and $\varepsilon_0$ by $\varepsilon$, so
$$E(z)=-\frac{P(z)}\varepsilon+\frac k{2\varepsilon}\int e^{-k|z-z'|}P(z')\,dz'.$$
The integral weakens the depolarization that stabilized the uniform state. For $P$ independent of $z$ it cancels it completely, since $\frac k2\int e^{-k|z|}dz=1$. Fixing the average $D$ therefore gives no protection against lateral domains. At $D=0$ and small $q$ the stiffness should be near $\alpha_{\rm eff}=-0.015$. With a rough $\varepsilon_x=100$ and a lateral gradient cost $\kappa c^2q^2$, the lowest value for A4B4 is $-0.016$ MV/cm per µC/cm². There $U(D)$ is a constrained branch, not the ground state. The same holds at any average $|D|$ below the short-circuit value of 25.5, including the worked case $D=25$: sufficiently wide domains with $D=\pm25.5$ have a lower energy, even where the uniform state is locally stable. At $D=25$ the gain is only about 0.01 mJ/m², so the domain period would have to exceed roughly 5 µm to pay for the walls. At short circuit the lowest value is $+0.032$ for A4B4 and $+0.009$ for A16B16. Both uniform states are locally stable in this estimate, but the result for A16B16 depends on the rough $\varepsilon_x$ and on the lateral gradient cost: halving that cost brings its lowest value down to about $+0.001$, and with $\varepsilon_x=300$ its lowest value becomes slightly negative, about $-0.003$. Local stability does not make the uniform state the ground state. With $\varepsilon_x=100$, stripe domains of period near 12 nm lie about 30 mJ/m² below the short-circuited uniform state of A16B16, which is therefore only metastable; for A4B4, stripes with periods from 4 to 60 nm lie above it. Thick blocks make $R$ small but also favour domains.

The example lies in the rough regime of perovskite-oxide superlattices: cells near 0.4 nm and polarizations of tens of µC/cm². The values of $s$ and $h$ are free choices. At short circuit the mean fields in A4B4 are $\mp1.2$ MV/cm, and the 0.19 V across a block is far below a rough 3 eV gap. At $D=40$ the largest field is 3.3 MV/cm, above a rough breakdown field of 3 MV/cm, so that end of the curve may be out of reach. Direct tunnelling through ten periods of A4B4 (32 nm) with a rough 1 eV barrier and the free-electron mass has an exponent of about 330 near zero voltage; at $D=40$ the film carries about 2.8 V and the exponent falls to about 80, lower still for a lighter mass, but tunnelling remains negligible; leakage through defects is not covered by this estimate. Warming by 50 K, with a rough Curie constant of $10^5$ K for both layers and $s,h$ unchanged, lowers the short-circuit $D$ of A4B4 by about 5 µC/cm²; $u$ and $w$ must belong to the temperature of use. The single-domain assumption can also fail in real devices: equal areas of up and down polarization would reduce the average from 25.5 to zero. Trapped interface charge also matters. A sheet density $\tau$ makes $D$ jump by $\tau$, so the next layer must be evaluated at $D+\tau$, and the interface energy must be recomputed with $D$ on one side and $D+\tau$ on the other.

## Calculated quantities

```
cell thickness 0.4 nm; background permittivity 7.0
1/(eps0 eps_b) = 1.6134 MV/cm per uC/cm2
A: alpha -0.06, kappa 0.12 MV/cm/(uC/cm2); beta 1.2e-05 MV/cm/(uC/cm2)^3
B: alpha 0.02, kappa 0.1 MV/cm/(uC/cm2); beta 4.0e-05 MV/cm/(uC/cm2)^3
C: alpha -0.01, kappa 0.11 MV/cm/(uC/cm2); beta 2.0e-05 MV/cm/(uC/cm2)^3
A|B: kappa 0.08, s 0.01 MV/cm/(uC/cm2); h 0.2 MV/cm
B|C: kappa 0.09, s 0.005 MV/cm/(uC/cm2); h 0.1 MV/cm
C|A: kappa 0.1, s -0.005 MV/cm/(uC/cm2); h 0.1 MV/cm
dipole-plane coupling, 1 cell apart: 2.606e-02 (units c P1 P2/eps0)
dipole-plane coupling, 2 cell apart: 4.416e-05 (units c P1 P2/eps0)
least fixed-D cell stiffness: 1.5534 MV/cm per uC/cm2
A4B4 at D=25 uC/cm2: integral of E over period -0.0047 V
Hessian spectrum 1.605 to 2.074 MV/cm/(uC/cm2); rho 0.127
glued trial: excess 9.20e-07, bound 1.05e-06 mJ/m2
bulk A at D=25: P 25.832 uC/cm2, u -7.2498 mJ/m2
bulk B at D=25: P 24.341 uC/cm2, u 3.9142 mJ/m2
w(A|B) -1.4627, w(B|A) 6.5185 mJ/m2
sum of both: 5.0558 mJ/m2 = 5.049 meV per cell area
A4B4: assembled -8.286490, full -8.286496 mJ/m2
remainder, A1B10: -2.420e-02 mJ/m2
remainder, A2B10: -1.566e-03 mJ/m2
remainder, A3B10: -1.037e-04 mJ/m2
remainder, A4B10: -6.875e-06 mJ/m2
remainder, A5B10: -4.559e-07 mJ/m2
decay per A cell: found 0.06632, exp(-1/xi) 0.06632
decay length in A: 0.147 nm
largest error, thinnest block 3 cells: 7.63e-05 mJ/m2
largest error, thinnest block 6 cells: 9.68e-08 mJ/m2
A7B6C6: U(25)-U(-25) full -15.98958, assembled -15.98958 mJ/m2
A2B2 short circuit D: full 21.0135, assembled 21.0086, no w 29.299 uC/cm2
A4B4 short circuit D: full 25.4855, assembled 25.4855, no w 29.299 uC/cm2
A6B3 short circuit D: full 38.7055, assembled 38.7055, no w 41.529 uC/cm2
zero-voltage excess: A4B4 111.70, A8B8 217.74 mJ/m2
A6B6 response 6 cells away: fixed D 3.99e-08, short circuit 2.307 (uC/cm2)/(MV/cm)
lateral curvature, A4B4 short circuit: 0.0317 MV/cm/(uC/cm2) at q=0.05/nm
lateral curvature, A4B4 at D=0: -0.0159 MV/cm/(uC/cm2) at q=0.05/nm
lateral curvature, A16B16 short circuit: 0.0090 MV/cm/(uC/cm2) at q=0.85/nm
A4B4 short circuit: mean field in A -1.171, in B 1.171 MV/cm
voltage across A block -0.187 V; rough gap 3.0 eV
largest field at D=40: 3.30 MV/cm; rough breakdown 3.0 MV/cm
tunnelling exponent, 32 nm film, rough 1 eV barrier: 328
50 K warmer (rough Curie constant 1e+05 K): D 25.49 -> 20.46 uC/cm2
```
